How fine structure sets the polarisation of resonantly scattered Lyman alpha

Rotational symmetry fixes most of the answer before any energy level is considered. A hydrogen atom in 1s absorbs a photon with polarisation vector e and emits one with polarisation vector e'. In the electric dipole approximation the amplitude M is linear in e and in the complex conjugate e'*, and the directions of travel do not enter separately. The ground state has no orbital angular momentum, so the electron spin is the one internal quantity that can point anywhere. M is therefore a 2×2 matrix in spin, built from the unit matrix and the Pauli matrices σ.

The nine products e'*_i e_j form a scalar, a vector and a symmetric traceless tensor. The scalar can multiply the unit matrix and the vector can be dotted into σ. The tensor has no partner, because a spin 1/2 has no rank-2 operator. Hence

M = S e'*·e + iV σ·(e'*×e).

The two numbers S and V depend on the photon energy. The dynamics has to supply their ratio.

## From two amplitudes to a polarisation

Let the initial spin be random and the final spin unobserved. The intensity is then proportional to half the trace of MM†. With s = e'*·e and c = e'*×e, the terms containing one factor σ have zero trace. The remaining spin product is

(σ·c)(σ·c*) = c·c* + iσ·(c×c*),

whose last term also has zero trace. This leaves

I(e → e') = |S|²|s|² + |V|²|c|².

The two spin states of 1s are degenerate in this model, so the scattering is elastic, and the photon-frequency factors common to all polarisations cancel from any ratio.

Take an unpolarised beam along z, scattered in the xz plane through an angle θ. The incident light is an equal mixture of polarisations x and y. The outgoing polarisation is either perpendicular to the plane, along y, or in the plane, along (cos θ, 0, −sin θ). The four cases are:

x to perpendicular: |s|² = 0, |c|² = 1
y to perpendicular: |s|² = 1, |c|² = 0
x to in-plane: |s|² = cos²θ, |c|² = sin²θ
y to in-plane: |s|² = 0, |c|² = 1

Averaging over the two incident polarisations gives

I⊥ = (|S|² + |V|²)/2,
I∥ = [|S|² cos²θ + |V|²(1 + sin²θ)]/2.

Define P = (I⊥ − I∥)/(I⊥ + I∥). In the difference, |S|² is multiplied by 1 − cos²θ = sin²θ and |V|² by 1 − 1 − sin²θ = −sin²θ. Therefore

P(θ) = (|S|² − |V|²) sin²θ / [|S|²(1 + cos²θ) + |V|²(2 + sin²θ)].

Reflection in the scattering plane leaves the arrangement unchanged but reverses any circular polarisation and any linear polarisation at 45 degrees to the plane. Both are therefore absent, and |P| is the full degree of polarisation. At right angles, with ρ = |S|²/|V|²,

P = (|S|² − |V|²)/(|S|² + 3|V|²) = (ρ − 1)/(ρ + 3).

This runs from −1/3 when S vanishes to 1 when V vanishes. Complete polarisation at right angles thus means that the spin-dependent amplitude has disappeared.

## The model of the excited state

Atomic units are used in the algebra. The nucleus is fixed and its spin is ignored, the atom is at rest, there are no collisions or magnetic field, and the beam is weak. Each photon is scattered once. Near the line, the resonant terms through 2p are kept.

Light couples to the electron's position and not to its spin. Spin enters through the 2p Hamiltonian

H = ω0 + (2Δ/3) L·S_e,

where S_e = σ/2 is the electron spin and energies are measured from 1s. For l = 1 and spin 1/2,

L·S_e = [j(j+1) − 2 − 3/4]/2,

which is 1/2 for j = 3/2 and −1 for j = 1/2. The levels are ω3 = ω0 + Δ/3 and ω1 = ω0 − 2Δ/3, so Δ = ω3 − ω1 is the fine-structure splitting.

Its size follows from the spin-orbit energy (α²/2)⟨r⁻³⟩ L·S_e, where α is the fine-structure constant. The 2p radial function r e^(−r/2)/√24 gives

⟨r⁻³⟩ = (1/24)∫ r e^(−r) dr = 1/24.

L·S_e changes by 3/2 between the levels, so

Δ = (3/2)(α²/2)(1/24) = α²/32.

The other relativistic shifts of this order do not separate the two 2p levels. The value of Δ was tested against the difference of Dirac energies and agrees to within one part in 10⁴.

The levels also share one radiative width γ. Let p_x, p_y, p_z be the real 2p orbitals. Then ⟨1s|r_i|p_j⟩ = d δ_ij, with the radial integral divided by √3:

d² = (1/3)[(2/√24) ∫ r⁴ e^(−3r/2) dr]² = (1/3)[(2/√24)·24·(2/3)⁵]² = 2¹⁵/3¹⁰.

Summed over polarisation, emission along a unit vector n contains δ_ij − n_i n_j. Its integral over all directions is (8π/3)δ_ij. The golden rule then gives a decay matrix proportional to the unit matrix,

γ = [(αω)³/(2π)](8π/3)d² = (4/3)(αω)³d².

With ω = 3/8 this becomes

γ = (4/3)(3/8)³(2¹⁵/3¹⁰)α³ = (2/3)⁸α³.

A matrix proportional to the unit matrix stays so in the j basis, so both levels decay at the same rate. The tiny difference between their transition energies is neglected here.

## Calculating S and V

Dividing out d², the resonant amplitude is

M = Σ_ij e'*_i e_j ⟨p_i|(H − ω − iγ/2)⁻¹|p_j⟩.

The resolvent is a1 times the projector on j = 1/2 plus a3 times the projector on j = 3/2, where

a1 = 1/(ω1 − ω − iγ/2), a3 = 1/(ω3 − ω − iγ/2).

Each projector is the linear function of L·S_e that equals 1 on its own level and 0 on the other:

Π(3/2) = (2/3)(1 + L·S_e),
Π(1/2) = (1/3)(1 − 2L·S_e).

In the Cartesian basis (L_k)_ij = −iε_kij, with ε_kij the antisymmetric symbol. Since ε_kij = ε_ijk,

⟨p_i|L·S_e|p_j⟩ = −(i/2) Σ_k ε_ijk σ_k.

The projectors therefore have the matrix elements

Π(3/2)_ij = (2/3)δ_ij − (i/3) Σ_k ε_ijk σ_k,
Π(1/2)_ij = (1/3)δ_ij + (i/3) Σ_k ε_ijk σ_k.

Contracting with e'*_i e_j turns δ_ij into e'*·e and the antisymmetric sum into σ·(e'*×e). Comparison with the general form gives

S = (a1 + 2a3)/3, V = (a1 − a3)/3.

The scalar parts of the two levels have the same sign and weights 1/3 and 2/3. The spin-dependent parts have equal weights and opposite signs. These signs contain the explanation of the wings. The resulting matrix M was tested for random complex polarisations against a numerical inversion in the six-state space of 2p orbitals and spin.

## One level at a time

If only the j = 1/2 amplitude acts, S = V = a1/3. Then ρ = 1 and P = 0 at every angle. For any two real unit vectors, |s|² + |c|² = 1, so linearly polarised light would also emerge with no preferred linear polarisation. The reason is that a level with j = 1/2 has two substates. Their density matrix can hold a population and a vector orientation, but not the rank-2 alignment that linear polarisation of dipole emission requires.

If only the j = 3/2 amplitude acts, S = 2a3/3 and V = −a3/3, so ρ = 4 and

P = (4 − 1)/(4 + 3) = 3/7.

In units of |a3|²/9 the intensities are I⊥ = (4 + 1)/2 = 5/2 and I∥ = 1. The level can be aligned, but part of the amplitude still depends on spin, and that part sends light into the in-plane polarisation.

## Both levels together

Write D1 = ω1 − ω − iγ/2 and D3 = ω3 − ω − iγ/2, so that a1 = 1/D1 and a3 = 1/D3. Over a common denominator,

a1 + 2a3 = (D3 + 2D1)/(D1D3),
a1 − a3 = (D3 − D1)/(D1D3) = Δ/(D1D3).

Since ω3 + 2ω1 = 3ω1 + Δ, the natural detuning is

x = ω − ω1 − Δ/3,

and D3 + 2D1 = −3(x + iγ/2). The resonance denominators cancel from the ratio:

ρ = 9(x² + γ²/4)/Δ².

Inserting this in P = (ρ − 1)/(ρ + 3) gives

P = (9x² + 9γ²/4 − Δ²)/(9x² + 9γ²/4 + 3Δ²).

The denominators do remain in the brightness at right angles,

I⊥ + I∥ = (|S|² + 3|V|²)/2 = [9x² + 9γ²/4 + 3Δ²]/(18|D1|²|D3|²).

The polarisation is thus a smooth curve with a single minimum at x = 0, while the brightness has two sharp peaks when γ ≪ Δ.

At the 2p(1/2) centre, x = −Δ/3 and 9x² = Δ². The leading terms in the numerator cancel, leaving

P = (9γ²/4)/(4Δ² + 9γ²/4).

At the 2p(3/2) centre, x = 2Δ/3 and 9x² = 4Δ², so

P = (3Δ² + 9γ²/4)/(7Δ² + 9γ²/4).

The single-level values 0 and 3/7 therefore hold at the line centres up to corrections of order (γ/Δ)². There is no correction of first order in γ/Δ because the resonant amplitude is imaginary at its centre, while the distant one is real to leading order.

Between the lines, at x = 0, the real parts of a1 and 2a3 have opposite signs. For γ ≪ Δ they are −3/Δ and +3/Δ. The scalar amplitude nearly vanishes, V remains, and P approaches −1/3: the in-plane polarisation is now the stronger one.

## Why the wings are fully polarised

Far from both lines a1 and a3 become nearly equal. The scalar parts add, 1/3 + 2/3 = 1, and the spin-dependent parts cancel, 1/3 − 1/3 = 0. What remains is e'*·e, the response of an atom without spin. At right angles such an atom cannot send out in-plane polarisation, since that polarisation vector lies along the incident beam and is perpendicular to both incident polarisations.

The same result follows without reference to j. Let δ = ω − ω0 be the detuning from the centroid, large compared with Δ and γ. Neglecting γ and expanding in the spin-orbit energy,

[(2Δ/3)L·S_e − δ]⁻¹ = −1/δ − (2Δ/3)L·S_e/δ² − …

The first term contains no spin and gives S ≈ −1/δ. The matrix element of L·S_e in the second gives V ≈ Δ/(3δ²). Spin-orbit coupling thus enters one power of Δ/δ later than the main response. Since x and δ differ by Δ/3, they may be interchanged at leading order, and

1 − P = 4/(ρ + 3) ≈ 4Δ²/(9x²).

In this model full polarisation is therefore a limit, approached as |x| grows beyond Δ. The formula for 1 − P holds for Δ, γ ≪ |x| ≪ ω, because the omitted amplitudes, through other p states and through emission before absorption, are smaller than the resonant one by a factor of order |x|/ω. Without spin-orbit coupling these amplitudes contain no spin, so they too are proportional to e'*·e and do not depolarise the light. Spin-orbit coupling gives them a spin-dependent part as well. Other relativistic corrections to the dipole elements enter V at the same order. Both S and V, and with them 1 − P, therefore acquire corrections of relative order |x|/ω. The coefficients are not small: S alone changes by about −2.9x/ω, and 1 − P by several times x/ω, so the formula is good to ten per cent only for |x| below roughly 0.01ω.

Interference is essential to this result. If the intensities of the two levels were added instead of their amplitudes, the polarisation would be

P_inc = 3|a3|²/(4|a1|² + 7|a3|²).

In the wings |a1|² and |a3|² become equal and P_inc tends to 3/11, far from 1.

Removing the splitting gives a second check of the cause. With Δ = 0, V vanishes at every photon energy and P = 1 even on resonance. The depolarisation at the line centres therefore comes from spin-orbit coupling, not from resonance as such. At x = 0 the splitting is harmless when Δ ≪ γ, for then the two levels overlap within their width and their amplitudes again combine.

## A flat spectrum

When the two lines are resolved, light covering both evenly does not show the wing value. To integrate over ω, write each amplitude as a decaying oscillation in time t,

a_j = i∫₀^∞ exp[−i(ω_j − ω)t − γt/2] dt.

Parseval's theorem then gives ∫|a_j|² dω = 2π/γ and

∫ a1 a3* dω = 2π∫₀^∞ exp(iΔt − γt) dt = 2π/(γ − iΔ).

The real part of the second integral is the first multiplied by c̄ = γ²/(γ² + Δ²). In units of 2π/(9γ), the integral of |S|² is 1 + 4 + 4c̄ = 5 + 4c̄, and that of |V|² is 1 + 1 − 2c̄ = 2 − 2c̄. Hence

P_flat = (3 + 6c̄)/(11 − 2c̄).

For well-resolved lines c̄ → 0 and P_flat → 3/11. The lines then contribute brightness in the ratio 4:7 with polarisations 0 and 3/7, and the weighted mean is 3/11. For Δ ≪ γ, c̄ → 1 and P_flat → 1.

## Numbers for hydrogen

The numerical output gives a line energy of 10.2043 eV, or 1215.02 angstrom, for the fixed nucleus without relativistic shifts. The splitting is Δ = 4.528×10⁻⁵ eV and the width is γ = 4.126×10⁻⁷ eV. Their ratio is γ/Δ = 0.00911, so the lines of an atom at rest are well resolved. The digits given here and below belong to the model. The finite nuclear mass and radiative corrections, which are left out, raise Δ in the real atom to 4.536×10⁻⁵ eV. The finite mass also moves the line to about 10.199 eV, or 1215.7 angstrom, and lowers γ to 4.124×10⁻⁷ eV.

At the 2p(1/2) centre the residual polarisation is about (9/16)(0.00911)² = 4.7×10⁻⁵. At the 2p(3/2) centre P is 0.42859, against 3/7 = 0.42857. At x = 0 it is −0.3333, but the light there is faint: its brightness is 1.8×10⁻⁴ of that at the 2p(3/2) centre.

In the wing at x = 10⁻⁴ eV, 9x²/Δ² = 43.9, so 1 − P = 4/(43.9 + 3) = 0.085. The leading wing formula would give 4/43.9 = 0.091, about 7% above the full result of the model. At x = 10⁻³ eV, P is 0.9991, while adding intensities would give 0.282. The latter still exceeds 3/11 = 0.273 because on this side of the doublet the photon is closer to 2p(3/2), which gives that level more weight.

For P = 0.99 one needs ρ + 3 = 400. Neglecting γ, this means

|x|/Δ = √397/3 = 6.64,

so |x| = 6.64 × 4.528×10⁻⁵ eV = 3.01×10⁻⁴ eV, or 0.0358 angstrom. For atoms at rest the wing behaviour therefore begins within a few hundredths of an angstrom of the line, at a large cost in brightness. At x = 10⁻³ eV the scattered light has 5.65×10⁻⁸ of the brightness at the 2p(3/2) centre.

## Where the result fails

Atomic motion is one limitation. The detuning that matters is the one seen by the atom. Since Δ/ω = 4.528×10⁻⁵/10.2043 = 4.4×10⁻⁶, motion along the beam at that fraction of the speed of light shifts the photon energy by the whole splitting. A gas with a wider velocity spread mixes the two line-centre values. If the spread is broad and smooth enough to act as a flat spectrum, a narrow beam near the line gives a polarisation near 3/11. In the wings, even a small fraction of atoms moving fast enough to be resonant can matter, because the wing scattering of each other atom is so weak. For a thermal gas of hydrogen atoms the detuning at which P reaches 0.99 grows from 0.036 angstrom at rest to about 0.040 angstrom at 300 K and 0.21 angstrom at 10⁴ K, and the faint negative minimum at x = 0 is filled in already at 10 K.

Nuclear spin adds couplings that this model lacks. The 1s hyperfine splitting is about 14γ, or 0.13Δ, so for an atom at rest each line splits in two and the scattering is no longer purely elastic. With the hyperfine couplings included, the minimum of P moves from −0.333 to about −0.32, the flat-spectrum value from 0.273 to about 0.267, and the stronger component of the 2p(3/2) line gives about 0.40 instead of 3/7, while the wing values are almost unchanged. Collisions or a magnetic field can alter the excited state before it emits. Repeated scattering replaces the single incident direction by many and so removes the geometry on which P was calculated.

Calculated quantities

```
1s-2p energy, fixed nucleus, no relativity: 10.2043 eV
same line as a wavelength: 1215.02 angstrom
squared dipole element <1s|z|2p0>^2: 0.55493 a.u.
mean inverse cube radius of 2p: 0.041667 a.u.
fine-structure splitting D: 4.5283e-05 eV
splitting as a wavelength: 0.00539 angstrom
radiative width g: 4.1259e-07 eV
g/D: 0.00911 (no unit)
P, 2p(1/2) amplitude alone: 0.000000 (no unit)
P, 2p(3/2) amplitude alone: 0.428571 (no unit)
P on resonance with D set to zero: 1.000000 (no unit)
Both amplitudes; brightness is relative to the 2p(3/2) centre, at 90 deg
2p(1/2) centre: x = -1.509e-05 eV, P = 0.000047, brightness = 5.714e-01
x = 0: x = 0.000e+00 eV, P = -0.333250, brightness = 1.801e-04
x = +D/3: x = 1.509e-05 eV, P = 0.000047, brightness = 2.401e-04
2p(3/2) centre: x = 3.019e-05 eV, P = 0.428587, brightness = 1.000e+00
Wings: amplitudes added (P) and intensities added (P_inc)
x = 1e-04 eV: P = 0.914697, 1-P = 8.530e-02, P_inc = 0.3541, brightness = 9.054e-06
x = 1e-03 eV: P = 0.999089, 1-P = 9.107e-04, P_inc = 0.2817, brightness = 5.650e-08
x = 1e-02 eV: P = 0.999991, 1-P = 9.113e-06, P_inc = 0.2736, brightness = 5.488e-10
|x| where P = 0.99: 3.0075e-04 eV
same as a wavelength offset: 0.0358 angstrom
|x|/D where P = 0.99: 6.642 (no unit)
P integrated over a flat spectrum: 0.272777 (no unit)
3/11 for comparison: 0.272727 (no unit)
```
